# Haydock recursion for a deep impurity: errors of continued-fraction terminators

## 1. A chain whose tail is known

Take a semi-infinite chain with site energy $a$ and hopping $b>0$. Its end-site Green function is $G=\langle0|(z-H)^{-1}|0\rangle$, with $\mathrm{Im}\,z>0$. Removing the end site leaves the same chain, so $G=1/(z-a-b^2G)$. Write $z-a=2b\cosh w$ with $\mathrm{Re}\,w>0$. The solution that decays as $1/z$ is $G=e^{-w}/b$, because $2b\cosh w-be^{-w}=be^{w}$.

Now keep only $N$ sites. The determinant of $z-H$ obeys $D_n=(z-a)D_{n-1}-b^2D_{n-2}$ with $D_0=1$ and $D_1=2b\cosh w$, hence $D_n=b^n\sinh[(n+1)w]/\sinh w$. The truncated Green function is
$$\tilde G=\frac{D_{N-1}}{D_N}=\frac{\sinh Nw}{b\sinh(N+1)w}.$$
Since $e^{-w}\sinh(N+1)w-\sinh Nw=e^{-(N+1)w}\sinh w$,
$$G-\tilde G=\frac{e^{-(N+1)w}\sinh w}{b\sinh(N+1)w}\simeq\frac{2\sinh w}{b}\,e^{-2(N+1)w}.$$

The error decays at the rate $2\,\mathrm{Re}\,w$ per level. At the band centre, $z=a+i\eta$ gives $\sinh(\mathrm{Re}\,w)=\eta/2b$, so for small $\eta$ about $b/\eta$ levels are needed for each factor $e$. The terminator $\tilde t=be^{-w}$ removes the error entirely. In a crystal with a gap the tail is not constant, and both statements must be generalized.

## 2. Lattice, impurity and recursion

The host has orthogonal $s$ and $p$ orbitals, with energies $E_s$ and $E_p$, on the diamond lattice and nearest-neighbour hopping. For a unit vector $\mathbf d$ from sublattice A to B,
$$\langle s|H|s\rangle=V_{ss},\quad \langle s|H|p_j\rangle=d_jV_{sp},\quad \langle p_i|H|s\rangle=-d_iV_{sp},$$
$$\langle p_i|H|p_j\rangle=(V_\sigma-V_\pi)d_id_j+V_\pi\delta_{ij},$$
with the A orbital on the left. The impurity replaces an A atom. Its $p$-like $T_2$ orbitals have energy $\varepsilon$, and all its bonds are multiplied by $\lambda$. This level has the symmetry of a transition-metal $t_2$ level, but it is not a $d$ shell, whose $s$, $\sigma$ and $\pi$ hoppings would have their own ratios. Relaxation, spin and self-consistency are left out.

Start from $|0\rangle=|p_x\rangle$ on the impurity and generate
$$b_{n+1}|n+1\rangle=(H-a_n)|n\rangle-b_n|n-1\rangle,\quad a_n=\langle n|H|n\rangle,$$
with $b_0=0$ and $b_{n+1}>0$ fixed by normalization. In this basis $H$ is tridiagonal. Let $G_n$ be the end-site Green function of the chain that starts at level $n$. Eliminating everything beyond $n$ gives
$$G_n=\frac1{z-a_n-t_{n+1}},\qquad t_n=b_n^2G_n,\qquad G=G_0 .$$

**Finite lattice.** The coefficients $a_0,\dots,a_{N-1}$ and $b_1,\dots,b_{N-1}$ depend on the moments $\langle0|H^p|0\rangle$ with $p\le2N-1$. On a torus of $L$ cells per direction, hops alternate between the sublattices. A B-to-A hop raises a cell coordinate by at most one, and an A-to-B hop never raises it. A closed walk around the torus therefore needs at least $2L$ hops, the reverse direction being equivalent. For $N\le L$ the coefficients are those of the infinite lattice, apart from rounding.

**Effect of the impurity.** Tetrahedral symmetry keeps all $|n\rangle$ in the $x$ row of $T_2$. The only such orbital on the central atom is $p_x$, that is $|0\rangle$ itself, so later vectors have no amplitude there. The impurity therefore changes $a_0$ from $E_p$ to $\varepsilon$ and $b_1$ to $\lambda b_1$, and nothing else. With the host function $g$, the continued fraction gives $b_1^2G_1=z-E_p-1/g\equiv\Delta(z)$, and
$$G=\frac1{z-\varepsilon-\lambda^2\Delta(z)} .$$
This formula supplies a reference without recursion, because $g$ follows from diagonalization in the Brillouin zone.

A $T_2$ gap level satisfies $E=\varepsilon+\lambda^2\Delta(E)$; levels of other symmetry do not appear in $G$. Expanding the denominator about it gives the weight on the impurity orbital,
$$Z=\frac1{1-\lambda^2\Delta'(E)},\qquad \Delta'=1+\frac{g'}{g^2}.$$

Two limits show the physics. For $\lambda\to0$ with $\varepsilon$ in the gap, one level tends to $\varepsilon$ with $Z\to1$, as long as $\Delta(\varepsilon)$ is finite. If $g(E_v)=0$, then $\Delta\simeq R/(E-E_v)$ with $R=1/|g'(E_v)|$, since $g'<0$ in the gap. $E_v$ is the $T_2$ level of the vacancy, the lattice with the central atom removed. If $E_v$ lies in the gap and differs from $\varepsilon$, a second level tends to it for $\lambda\to0$, with $Z\to0$. For $\varepsilon$ far below $E_v$,
$$E-E_v\simeq\frac{\lambda^2R}{E_v-\varepsilon}>0 :$$
the vacancy level is pushed up, and its weight on the impurity orbital tends to zero.

## 3. The error of an arbitrary terminator

Replace the unknown $t_N$ by $\tilde t_N$ and mark the resulting quantities by tildes. From $1/\tilde G_n-1/G_n=t_{n+1}-\tilde t_{n+1}$,
$$G_n-\tilde G_n=G_n\tilde G_n(t_{n+1}-\tilde t_{n+1}),\qquad t_n-\tilde t_n=b_n^2(G_n-\tilde G_n).$$
Alternating these from $n=0$ to $N-1$ gives
$$G-\tilde G=(t_N-\tilde t_N)\prod_{n=0}^{N-1}G_n\tilde G_n\prod_{n=1}^{N-1}b_n^2 .$$

The factors $1/\tilde G_n$ are the pivots met when the $N$-level matrix is eliminated from its last row upwards. Their product is its determinant, $D_N-\tilde t_ND_{N-1}$, where $D_n$ now belongs to the first $n$ levels. Hence
$$G-\tilde G=\frac{(t_N-\tilde t_N)\prod_{n=1}^{N-1}b_n^2}{(D_N-t_ND_{N-1})(D_N-\tilde t_ND_{N-1})} .$$

Fix $z$ with $\mathrm{Im}\,z>0$ and consider bounded tails with $\mathrm{Im}\,\tilde t_N\le0$. The ratio $r=D_{N-1}/D_N$ is the last-site Green function of the truncated chain, so $|r|\le1/\mathrm{Im}\,z$. One more continued-fraction step bounds $|r|$ from below. With the tail attached, the last-site function is $r/(1-\tilde t_Nr)$, which obeys the same upper bound, so $|1-\tilde t_Nr|\ge|r|\,\mathrm{Im}\,z$. These factors therefore neither grow nor decay exponentially. The common exponential is $\prod b_n^2/|D_N|^2$, and the terminator enters through the prefactor, unless its own error $t_N-\tilde t_N$ vanishes exponentially.

**The rate.** Since $|n\rangle=D_n(H)|0\rangle/(b_1\cdots b_n)$, the product of the $b$'s is the norm of $D_n$ under the local density. Among polynomials of degree $n$ with leading coefficient one, $D_n$ has the smallest norm. For a density that is positive throughout the bands, potential theory then gives its zeros the distribution of charge on a conductor in the shape of the bands. A single gap level does not alter this limit. Thus the error behaves as $e^{-2N\kappa(z)}$, where $\kappa$ is harmonic off the bands, vanishes on them and grows as $\ln|z|$.

For two bands $[e_1,e_2]$ and $[e_3,e_4]$, put $X(z)=\prod_i(z-e_i)$, with $\sqrt X\simeq z^2$ at large $z$. Then
$$\kappa(z)=\mathrm{Re}\int^{z}\frac{x-x_0}{\sqrt{X(x)}}\,dx,\qquad \int_{e_2}^{e_3}\frac{x-x_0}{\sqrt{X(x)}}\,dx=0 ,$$
starting on a band. On the bands $\sqrt X$ is imaginary, so $\kappa$ stays zero; the second condition makes it zero on both. For one band the same construction gives $\int dx/\sqrt{(x-a)^2-4b^2}=w$, the result of section 1.

## 4. Four terminators

*Truncation* sets $\tilde t=0$. A *single-band* terminator is the constant chain,
$$\tilde t=\tfrac12\left[z-a_\infty-\sqrt{(z-a_\infty)^2-4b_\infty^2}\right].$$
Its constants come either from the last computed pair or from the outer edges, $a_\infty=(e_1+e_4)/2$ and $b_\infty=(e_4-e_1)/4$. In the second form, and in the first whenever its band covers the gap, $\tilde t$ has an imaginary part inside the true gap, so a sharp level acquires a spurious width.

The *two-band* terminator has the correct gap. Let $s_1,s_2,s_3$ be the elementary symmetric sums of the edges, so that $X=z^4-s_1z^3+s_2z^2-s_3z+\dots$. Squaring $\sqrt X=z^2-s_1z/2+c+O(1/z)$ and comparing the $z^2$ terms gives $c=s_2/2-s_1^2/8$. Try
$$t_n=\frac{Q_n-\sqrt X}{2(z-\gamma_n)},\qquad Q_n=z^2-\tfrac{s_1}2z+c+2b_n^2 ,$$
which has the required limit $b_n^2/z$. Demand that $Q_n^2-X$ vanish at $\gamma_n$. Its $z^4$ and $z^3$ terms cancel and its $z^2$ coefficient is $4b_n^2$, so
$$Q_n^2-X=4b_n^2(z-\gamma_n)(z-\gamma_{n+1}),$$
which defines $\gamma_{n+1}$. The linear coefficient on the left is $-s_1(c+2b_n^2)+s_3$, hence
$$\gamma_n+\gamma_{n+1}=\frac{s_1}2+\frac{s_1c-s_3}{4b_n^2}.$$

The continued fraction requires $t_{n+1}=z-a_n-b_n^2/t_n$. Multiplying numerator and denominator of $1/t_n$ by $Q_n+\sqrt X$ gives $b_n^2/t_n=(Q_n+\sqrt X)/[2(z-\gamma_{n+1})]$. Thus $t_{n+1}$ has the same form, with
$$Q_{n+1}=2(z-a_n)(z-\gamma_{n+1})-Q_n .$$
Comparing the $z$ and constant terms,
$$a_n=\tfrac{s_1}2-\gamma_{n+1},\qquad b_n^2+b_{n+1}^2=a_n\gamma_{n+1}-c .$$

One phase is free. Choose $\gamma_n$ in the gap and a sign $\sigma=\pm1$ in $Q_n(\gamma_n)=\sigma|\sqrt{X(\gamma_n)}|$. Put $A=(\gamma_n-e_1)(e_4-\gamma_n)$ and $B=(\gamma_n-e_2)(e_3-\gamma_n)$. Both are positive in the gap and $X(\gamma_n)=AB$, so solving $Q_n(\gamma_n)=\sigma\sqrt{AB}$ for $b_n^2$ gives
$$2b_n^2=\tfrac12\left(\sqrt A+\sigma\sqrt B\right)^2+\tfrac18(e_1+e_4-e_2-e_3)^2\ge0 .$$
For $\sigma=-1$ the numerator of $t_n$ vanishes at $\gamma_n$, because $\sqrt X$ is negative in the gap. For $\sigma=+1$ there is a pole of positive residue, a bound state of the detached tail. The phase is chosen by least squares on the last six coefficient pairs.

If the gap closes, $e_2=e_3=e$, then $\gamma_n=e$ and $Q_n(e)=0$. The $z$ coefficient gives $Q_n=(z-e)[z-(e_1+e_4)/2]$. The factor $z-e$ cancels, and the single-band terminator returns.

## 5. A gap level in numbers

Energies are in hartree. The parameters are $E_s=-0.26$, $E_p=0$, $V_{ss}=-0.07$, $V_{sp}=0.09$, $V_\sigma=0.16$, $V_\pi=-0.04$, $\varepsilon=-0.20$ and $\lambda=0.5$. They are round model values and describe no particular crystal.

The first host coupling can be found by hand. Summing the squared hops from $p_x$ over four bonds with $d_x^2=1/3$,
$$b_1^2=\tfrac43\left(V_{sp}^2+V_\sigma^2+2V_\pi^2\right)=\tfrac43(0.0369)=0.0492,$$
so $b_1=0.2218$, and $0.1109$ with the impurity, as the recursion finds.

The band edges are $-0.5400$, $-0.1067$, $0.0193$ and $0.2809$; the gap is $0.1260$ (3.43 eV). Here $s_1/2=-0.1733$. For $\gamma$ confined to the gap, the two-band formula confines $a_n$ between $-0.1733-0.0193=-0.1926$ and $-0.1733+0.1067=-0.0666$. The computed $a_{34},\dots,a_{39}$ run from $-0.1963$ to $-0.0666$. They span this interval, exceed it slightly, and show no approach to a constant.

The vacancy level is at $-0.0583$ and the $T_2$ impurity level at $-0.0178$, which is $0.0889$ (2.42 eV) above the valence edge. The level equation gives
$$\Delta=\frac{-0.0178+0.2000}{0.25}=0.729,\qquad \frac1g=E-E_p-\Delta=-0.747 .$$
The weight is $Z=0.168$: about 83% of the state lies on host orbitals, although the level exists in this form because of the impurity.

**Rate and prefactor.** At $z=-0.20+0.10i$ the predicted rate is $2\kappa=0.523$ per level. A fit to the truncation error for $N=10$ to $40$ gives $0.525$; the single-band terminator with outer edges gives $0.523$. What differs is the prefactor, which contains the tail error. At $N=20$ the tail error is $0.148$ for truncation, $0.078$ for the last pair, $0.054$ for the outer edges and $0.00096$ for two bands. The advantage of two bands varies with $N$: at this $z$ its error in $G$, relative to that of truncation, is $0.0045$ at $N=20$, $0.098$ at $N=25$ and $0.015$ at $N=40$.

**Density.** The next errors are $\int|\tilde\rho-\rho|\,dE$ with $\rho=-\mathrm{Im}\,G(E+i\eta)/\pi$ and $\eta=0.015$. They are absolute errors, to be compared with a total orbital weight of one.

| $N$ | cut | last pair | outer edges | two bands |
|---|---|---|---|---|
| 10 | 0.312 | 0.083 | 0.061 | 0.040 |
| 20 | 0.093 | 0.021 | 0.017 | 0.0062 |
| 30 | 0.040 | 0.0084 | 0.0084 | 0.0019 |
| 40 | 0.020 | 0.0050 | 0.0043 | 0.00083 |

Changing the reference grid from 48 to 64 points per direction alters the density by $1.2\times10^{-7}$ in the same measure, far below these errors. The integrals use an energy step of $0.003$; a step of $0.004$ moves the entries by up to about 3%, so their last digit is uncertain. The two-band result at $N=20$ is better than truncation at $N=40$. Above the interior of a band $\kappa$ is proportional to $\eta$ to first order; at a band edge it is not. Scaling the rate above by $0.015/0.10$ gives about $0.08$ per level; the truncation column falls at $\ln(0.040/0.020)/10\simeq0.07$ between the last two rows. This is a rough comparison, since the rate varies with energy.

**Gap level.** A terminator with states in the gap has no isolated pole, so the level is measured in a window. On a circle of radius $0.0296$ about the reference level $E_0$,
$$W=\oint\frac{dz}{2\pi i}\,\tilde G,\qquad \bar E=E_0+\frac1W\oint\frac{dz}{2\pi i}(z-E_0)\tilde G .$$
The errors $\bar E-E_0$, in $10^{-6}$ hartree, are:

| $N$ | cut | last pair | outer edges | two bands |
|---|---|---|---|---|
| 10 | 336 | 1330 | 1090 | −18 |
| 20 | −62 | 169 | 149 | −0.84 |
| 40 | 1.7 | 2.1 | 1.9 | 0.015 |

At these three values of $N$ truncation is better than either single-band form, the reverse of the order for the density. This order is not general: at $N=15$ truncation is the worst of the three. The same happens at 11 of the 31 values of $N$ from 10 to 40. A cut chain can also have two levels in the window. At $N=10$ they lie at $-0.0419$ and $0.0018$ with weights $0.084$ and $0.106$, each about $0.02$ from the true level, so the small entry 336 is only their weighted mean. The improvement with $N$ is not uniform either. The truncation error of $W$ is $-4.4\times10^{-5}$ at $N=20$ and $+5.0\times10^{-5}$ at $N=30$.

**Wrong edges.** Moving each gap edge outward by 10% of the gap raises the two-band density error at $N=40$ from $8.3\times10^{-4}$ to $9.9\times10^{-4}$. The weight error in the window grows more, from $1.7\times10^{-7}$ to $7.6\times10^{-7}$. In this example the shifted edges are still better than no gap.

## 6. Where the estimates stop

The exponential estimate holds at fixed distance from the spectrum. On a band $\kappa=0$, and the estimate then promises no convergence with $N$. Resolution must be bought with levels, and the torus must grow with them. A spectrum with a second gap needs six edges and two free phases; the formula above then has the wrong analytic structure.

These are numerical errors within one Hamiltonian. The small level errors at $N=40$ say nothing about the omitted relaxation, charge-state dependence or electron correlation of a real transition-metal impurity. The numerical output lists the errors for all four values of $N$ and a selection of the coefficients.

## Computed results

```
E_s, E_p = -0.26, 0.0 hartree
ss, sp, pp_sigma, pp_pi = -0.07, 0.09, 0.16, -0.04 hartree
impurity energy = -0.2 hartree, bond scale = 0.5
broadening eta = 0.015 hartree; torus cells per side = 40
band edges e1..e4 = -0.54000 -0.10667 0.01928 0.28086 hartree
gap = 0.12595 hartree = 3.427 eV
largest Chebyshev moment difference = 8.7e-15
host b1 = 0.221811, impurity b1 = 0.110905 hartree
largest deviation from two-coefficient rule = 5.1e-16 hartree
n= 0: a = -0.20000, b = 0.00000 hartree
n= 1: a = -0.05707, b = 0.11091 hartree
n= 2: a = -0.10922, b = 0.13736 hartree
n= 3: a = -0.10997, b = 0.25313 hartree
n=34: a = -0.17561, b = 0.17786 hartree
n=35: a = -0.06657, b = 0.22036 hartree
n=36: a = -0.19627, b = 0.19572 hartree
n=37: a = -0.07394, b = 0.19705 hartree
n=38: a = -0.16690, b = 0.22105 hartree
n=39: a = -0.11806, b = 0.17773 hartree
vacancy T2 level = -0.058254 hartree
impurity gap level = -0.017775 hartree
level above valence edge = 0.088892 hartree = 2.419 eV
level weight: residue 0.168095, contour 0.168095
highest valence peak of density at -0.255 hartree, height 8.635 per hartree
window radius around level = 0.02965 hartree
two-band fit rms at N=40 = 2.32e-03 hartree
test energy z = -0.20 + 0.10i hartree
2*kappa = 0.5228 per level
fitted decay: cut 0.5249, one band 0.5227 per level
tail error at z, N=20 (hartree): cut 1.48e-01, last pair 7.78e-02, one band 5.42e-02, two band 9.60e-04
density difference of k grids 48 and 64 = 1.2e-07
N, terminator: density error, weight error, energy error (hartree)
10 cut: 3.12e-01, +2.16e-02, +3.36e-04
10 last pair: 8.32e-02, -3.91e-03, +1.33e-03
10 one band: 6.06e-02, -2.47e-03, +1.09e-03
10 two band: 4.03e-02, -9.63e-05, -1.77e-05
20 cut: 9.33e-02, -4.38e-05, -6.21e-05
20 last pair: 2.05e-02, +6.60e-04, +1.69e-04
20 one band: 1.68e-02, +6.07e-04, +1.49e-04
20 two band: 6.24e-03, +2.38e-06, -8.40e-07
30 cut: 4.04e-02, +5.02e-05, +5.51e-06
30 last pair: 8.42e-03, +1.03e-04, +1.59e-05
30 one band: 8.40e-03, +9.41e-05, +1.45e-05
30 two band: 1.89e-03, -1.04e-06, -1.39e-07
40 cut: 1.95e-02, +1.02e-05, +1.65e-06
40 last pair: 4.97e-03, +1.52e-05, +2.07e-06
40 one band: 4.31e-03, +1.39e-05, +1.89e-06
40 two band: 8.32e-04, +1.70e-07, +1.45e-08
40 two band, gap edges 10% of gap too wide each: 9.85e-04, +7.62e-07, +4.86e-08
```
